# Why Electrostatic Potentials Do Not Reflect Massless Dirac Particles in One Dimension

## Definitions and conventions

A massless Dirac particle moving on a line in a static electrostatic potential has the Hamiltonian

\[
H=c\,\sigma_x p+V(x)\,\mathbb 1,\qquad p=-i\hbar\frac{d}{dx}.
\]

It acts on wave functions \(\psi\) with two components. Here \(V\) is the potential energy, charge included. It is real, it multiplies the unit matrix, and its integral over any finite interval is finite. In a material with linear bands, \(c\) would be replaced by the band velocity. The model then holds only while \(|E-V|\) stays within the linear range of the bands and \(V\) is smooth on the scale of the lattice; atomically sharp or very high potentials do reflect in a crystal. The energies of several eV used below are model values and lie outside the linear range of graphene.

Chirality is the matrix \(\sigma_x\). Its eigenvalues are \(\pm1\), with eigenvectors

\[
|\pm\rangle=\frac{1}{\sqrt2}\begin{pmatrix}1\\ \pm1\end{pmatrix},
\qquad \psi=\chi_+|+\rangle+\chi_-|-\rangle .
\]

A mass enters through an additional term \(M\sigma_z\), where \(M\) is the rest energy. Since \(\sigma_z|\pm\rangle=|\mp\rangle\), this term turns one chirality into the other. It is absent until stated otherwise.

The reflection and transmission probabilities \(R\) and \(T\) are ratios of currents. To find the current, differentiate \(\psi^\dagger\psi\) in time and insert the Dirac equation. The terms with \(V\) and \(M\sigma_z\) are Hermitian and contain no derivative, so they cancel against their conjugates. What remains is

\[
\partial_t(\psi^\dagger\psi)=-\partial_x j,\qquad
j=c\,\psi^\dagger\sigma_x\psi=c\left(|\chi_+|^2-|\chi_-|^2\right).
\]

## What happens

A particle arriving from the left is transmitted with \(T=1\), whatever the height or shape of \(V\). If \(V\) vanishes far away and its total integral converges, the transmission amplitude relative to free motion is

\[
t=e^{-i\Phi},\qquad \Phi=\frac1{\hbar c}\int_{-\infty}^{\infty}V(x)\,dx .
\]

The energy does not appear in \(\Phi\). Barriers above and below the particle's energy are crossed alike.

## Why: the force changes momentum, not velocity

The velocity operator follows from \([p,x]=-i\hbar\). The potential commutes with \(x\), so

\[
\frac{dx}{dt}=\frac{i}{\hbar}[H,x]
=\frac{i}{\hbar}\,c\sigma_x(-i\hbar)=c\,\sigma_x .
\]

Velocity is therefore \(c\) times chirality. A term \(M\sigma_z\) also commutes with \(x\), so this relation survives when there is a mass.

Without mass, chirality is conserved. The kinetic term contains \(\sigma_x\) itself, the potential contains the unit matrix, and both commute with \(\sigma_x\):

\[
[H,\sigma_x]=0 .
\]

The electric force has not disappeared. For any function \(f\),

\[
[V,p]f=-i\hbar Vf'+i\hbar(Vf)'=i\hbar V'f,
\]

and hence

\[
\frac{dp}{dt}=\frac i\hbar[V,p]=-V'(x).
\]

The potential changes the momentum in the usual way. For a massive nonrelativistic particle this would change the velocity, because velocity is then proportional to momentum. Here velocity is a separate, conserved quantity. To be reflected, a right-mover would have to change its chirality from \(+1\) to \(-1\), and \(V\) cannot do that.

## The solution in time

Insert \(\psi=\chi_+|+\rangle+\chi_-|-\rangle\) into \(i\hbar\partial_t\psi=H\psi\). Because \(\sigma_x|\pm\rangle=\pm|\pm\rangle\), the two components separate:

\[
i\hbar(\partial_t\pm c\,\partial_x)\chi_\pm=V\chi_\pm .
\]

For the right-mover, follow a point \(x=x_0+ct\) and define \(g(t)=\chi_+(x_0+ct,t)\). The chain rule gives

\[
\frac{dg}{dt}=(\partial_t+c\,\partial_x)\chi_+
=-\frac i\hbar V(x_0+ct)\,g .
\]

This ordinary equation has the solution

\[
g(t)=g(0)\exp\left[-\frac i\hbar\int_0^tV(x_0+ct')\,dt'\right].
\]

Now set \(x'=x_0+ct'\), so that \(dt'=dx'/c\), and replace \(x_0\) by \(x-ct\):

\[
\chi_+(x,t)=\chi_+(x-ct,0)
\exp\left[-\frac{i}{\hbar c}\int_{x-ct}^{x}V(x')\,dx'\right].
\]

The same steps along \(x=x_0-ct\) give the left-mover,

\[
\chi_-(x,t)=\chi_-(x+ct,0)
\exp\left[-\frac{i}{\hbar c}\int_x^{x+ct}V(x')\,dx'\right].
\]

Since \(V\) is real, the exponentials have modulus one. Each density moves rigidly at speed \(c\), without spreading, delay or reflection.

A packet of mixed chirality does divide into two parts. Their weights are fixed at the start,

\[
P_\pm=\frac{1\pm\langle\sigma_x\rangle}{2},
\]

because \(P_++P_-=1\) and \(P_+-P_-=\langle\sigma_x\rangle\). The part that travels left was present in the initial state; it has not been reflected.

## Stationary scattering and the Klein region

At fixed energy \(E\), the time dependence is \(e^{-iEt/\hbar}\), and the separated equations become

\[
\mp i\hbar c\,\frac{d\chi_\pm}{dx}=(E-V)\chi_\pm .
\]

Their solutions, from a reference point \(x_0\), are

\[
\chi_\pm(x)=\chi_\pm(x_0)
\exp\left[\pm\frac{i}{\hbar c}\int_{x_0}^{x}(E-V)\,dx'\right].
\]

For a particle sent in from the left, no wave arrives from the right, so \(\chi_-=0\) there. The solution for \(\chi_-\) then makes it zero everywhere. Thus \(r=0\), while \(|\chi_+|\), and with it the current, is the same on both sides. Dividing the phase factor of \(\chi_+\) by its value for \(V=0\) leaves \(t=e^{-i\Phi}\).

Acting with \(p\) on \(\chi_+\) gives the local momentum

\[
p_{\rm loc}(x)=\frac{E-V(x)}{c}.
\]

Where \(V>E\), it is negative although the particle still moves right. At \(V=E\) it passes through zero, and nothing happens to the density. This is the massless form of Klein tunnelling: the state inside a high barrier is a travelling wave whose momentum and velocity have opposite signs.

If \(V\) tends to different constants on the two sides, as at a step, \(T=1\) still holds. The total phase relative to free motion then has no definite limit, because at least one side keeps adding phase as its end point is moved outwards.

## How large: a barrier higher than the energy

Take round model parameters: \(E=2\) eV and a Gaussian barrier \(V=V_0e^{-x^2/w^2}\), with \(V_0=5\) eV and \(w=100\) nm. With \(\hbar c=197.33\) eV nm, the phase is

\[
\Phi=\frac{V_0w\sqrt\pi}{\hbar c}
=\frac{5\times100\times\sqrt\pi}{197.33}=4.491\ \text{rad}.
\]

Numerical integration of the Dirac equation, in a basis where the two components are coupled, gives this phase lag and \(T=1\) at 0.5, 2 and 8 eV. A rugged potential also gives \(T=1\), with a phase integral of 1.710 rad.

The momentum can be followed with a wave packet. For a purely right-moving state \(\sigma_x\psi=\psi\), so \(\langle H\rangle=\langle cp\rangle+\langle V\rangle\). Conservation of energy then requires

\[
\langle cp\rangle_t=\langle cp\rangle_0+\langle V\rangle_0-\langle V\rangle_t .
\]

Let the packet have a Gaussian density of standard deviation \(s=40\) nm, start at \(-400\) nm and have \(\langle cp\rangle_0=2\) eV. When it is centred on the barrier, the average of \(V\) over its density is

\[
\langle V\rangle=\frac{V_0w}{\sqrt{w^2+2s^2}}
=\frac{5\times100}{\sqrt{100^2+2\times40^2}}=4.352\ \text{eV}.
\]

The overlap with the barrier at the start is only \(2.4\times10^{-5}\) eV. At the centre, therefore,

\[
\langle cp\rangle=2.000-4.352=-2.352\ \text{eV}.
\]

The mean velocity is \(+c\) throughout. After 800 nm, or 2.67 fs, the packet is at \(+400\) nm and \(\langle cp\rangle\) is again 2.000 eV. Evolution with the full Hamiltonian agrees with the solution above; the norm of the difference between the two normalized packets is about \(4\times10^{-12}\).

## What a mass changes at a Klein step

With the term \(M\sigma_z\) present, chirality is no longer conserved. Using \([\sigma_z,\sigma_x]=2i\sigma_y\),

\[
\frac{d\sigma_x}{dt}=\frac{i}{\hbar}M[\sigma_z,\sigma_x]
=-\frac{2M}{\hbar}\sigma_y .
\]

Velocity can now change, and reflection becomes possible. Consider a sharp step from \(V=0\) to \(V=V_0\), with \(E>M\) and \(V_0>E+M\). In a uniform region, write \(\varepsilon=E-V\). A plane wave with spinor \((u_1,u_2)\) obeys

\[
Mu_1+cp\,u_2=\varepsilon u_1,\qquad cp\,u_1-Mu_2=\varepsilon u_2 .
\]

These require \(\varepsilon^2=c^2p^2+M^2\), and the first gives \(u_2/u_1=(\varepsilon-M)/(cp)\). For real \(u_2/u_1\), the current is \(2c|u_1|^2(u_2/u_1)\). The sign of this ratio is thus the direction of motion.

On the left, the incident wave has \(p>0\) and ratio

\[
a=\frac{E-M}{\sqrt{E^2-M^2}}=\sqrt{\frac{E-M}{E+M}} .
\]

The reflected wave has the opposite momentum and ratio \(-a\). On the right, \(\varepsilon=-(V_0-E)\) is negative, so \(\varepsilon-M\) is negative too. A positive ratio, meaning a wave that leaves the step, needs \(p<0\):

\[
b=\frac{V_0-E+M}{\sqrt{(V_0-E)^2-M^2}}
=\sqrt{\frac{V_0-E+M}{V_0-E-M}} .
\]

The Dirac equation is of first order and the jump in \(V\) is finite, so \(\psi\) is continuous. With incident amplitude 1, reflected amplitude \(r\) and transmitted amplitude \(\tau\),

\[
1+r=\tau,\qquad a(1-r)=b\tau .
\]

Eliminating \(\tau\) gives \(a-ar=b+br\), and hence

\[
r=\frac{a-b}{a+b},\qquad
R=\left(\frac{b-a}{b+a}\right)^2,\qquad
T=\frac ba\,\tau^2=\frac{4ab}{(a+b)^2}.
\]

The factor \(b/a\) is the ratio of currents for equal amplitudes, and \(R+T=1\). If the wave with \(p>0\) were chosen on the right instead, \(b\) would change sign and \(R\) would exceed one. That choice describes a wave arriving at the step from the right, so it is the wrong boundary condition for a single incident beam.

For \(M=0.5\) eV, with \(E=2\) eV and \(V_0=5\) eV,

\[
a=\sqrt{\frac{1.5}{2.5}}=0.7746,\qquad
b=\sqrt{\frac{3.5}{2.5}}=1.1832,
\]

\[
R=\left(\frac{1.1832-0.7746}{1.1832+0.7746}\right)^2=0.0436,
\qquad T=0.9564 .
\]

These values need a step much narrower than \(\hbar c/V_0\approx39\) nm; a wider step reflects the massive particle more strongly. The massless particle has \(T=1\) at the same step, whatever its width. For small \(M\), \(a\approx1-M/E\) and \(b\approx1+M/(V_0-E)\), so that

\[
R\approx\frac{M^2}{4}\left(\frac1E+\frac1{V_0-E}\right)^2 .
\]

This vanishes as \(M^2\) when \(E\) and \(V_0\) are held fixed. The approximation needs \(M\) to be small compared with both \(E\) and \(V_0-E\).

## How much reflection a local mass can cause

The separate roles of mass and potential are clearest when \(M(x)\ge0\) is confined to a window. The stationary equations are

\[
-i\hbar c\,\chi_+'+M\chi_-=(E-V)\chi_+,\qquad
i\hbar c\,\chi_-'+M\chi_+=(E-V)\chi_- .
\]

Remove the phases due to \(V\) by writing \(\chi_+=e^{i\theta}\alpha\) and \(\chi_-=e^{-i\theta}\beta\), with \(\theta'=(E-V)/\hbar c\) and \(\theta=0\) at the left edge. The derivatives of the phase factors cancel the right-hand sides. With \(\mu=M/\hbar c\), this leaves

\[
\alpha'=-i\mu e^{-2i\theta}\beta,\qquad
\beta'=i\mu e^{2i\theta}\alpha .
\]

The potential appears only in the phase of the coupling, whose size is set by the mass. Define \(r(x)=\beta/\alpha\). Current conservation keeps \(|\alpha|^2-|\beta|^2\) constant and positive, so \(\alpha\) is never zero and \(|r|<1\). The quotient rule gives

\[
r'=\frac{\beta'}{\alpha}-\frac{\beta\alpha'}{\alpha^2}
=i\mu\left(e^{2i\theta}+r^2e^{-2i\theta}\right).
\]

At the right edge \(r=0\); at the left edge \(r\) is the reflection amplitude. To first order in \(M\), the \(r^2\) term drops out. Integration from left to right gives \(0-r_{\rm left}\), and therefore

\[
r_{\rm left}\approx-\frac{i}{\hbar c}\int M(x)e^{2i\theta(x)}\,dx .
\]

A bound holds beyond first order. Write \(r=\rho e^{i\varphi}\) where \(r\ne0\), and take the real part of \(e^{-i\varphi}r'\):

\[
\rho'=-\mu(1-\rho^2)\sin(2\theta-\varphi),
\qquad |\rho'|\le\mu(1-\rho^2).
\]

Divide by \(1-\rho^2\) and integrate from the left edge to the first zero of \(\rho\). Such a zero exists, at the latest at the right edge. Then \(\operatorname{artanh}\rho_{\rm left}\) is at most the integral of \(\mu\) over the window, so

\[
R\le\tanh^2A,\qquad A=\frac1{\hbar c}\int M(x)\,dx .
\]

No choice of \(V\) can exceed this limit, and for \(M=0\) it gives \(R=0\). It is reached when \(V=E\) throughout the window. Then \(\theta\) has a constant value \(\theta_0\), and substitution confirms the solution

\[
r(x)=-ie^{2i\theta_0}\tanh\int_x^{x_R}\mu\,dx',
\]

where \(x_R\) is the right edge. Chirality flips at different points then add in phase. When \(V\ne E\), \(\theta\) varies and they can cancel, partly or completely.

For a Gaussian mass profile of peak 0.2 eV and width parameter 100 nm, centred in the 5 eV barrier,

\[
A=\frac{0.2\times100\times\sqrt\pi}{197.33}=0.180,
\qquad \tanh^2A=0.0316 .
\]

Integration gives \(R=0.00464\), about one seventh of the bound. The first-order formula gives 0.00458, which is 1.2% below the integrated value. Setting \(V=E\) across the window raises \(R\) to 0.0316. Between these two potentials the reflection differs by a factor of about seven, only because the mass-induced flips interfere differently.

## What to do about it

**To stop or confine the particle, mix its chiralities.** Without a mass, raising an electrostatic barrier adds phase but no reflection. For a given mass window, a reflection probability \(R\) requires at least \(A=\operatorname{artanh}\sqrt R\). The least \(A\) suffices when the potential is tuned to \(V=E\) across the window.

**To use the barrier as a phase shifter, control the area under \(V\).** Its detailed shape does not affect \(\Phi\). The phase shows only in interference with a reference wave, since the transmitted density carries no trace of it.

**In a scattering calculation, select outgoing waves by current.** Selection by the sign of momentum fails where \(V>E\). In a wave-packet calculation without a mass, measure \(\langle\sigma_x\rangle\) at the start, before calling a left-moving part a reflection. For example, \(\langle\sigma_x\rangle=0.565\) puts a weight of \((1+0.565)/2=0.782\) on the right, as the numerical evolution confirms. With a mass this rule fails: a packet that moves wholly to the right is slower than \(c\), so it too has \(\langle\sigma_x\rangle<1\).

**If reflection appears, look for a term that does not commute with \(\sigma_x\), and check that the kinetic term is linear in \(p\).** A central-difference derivative on a grid commutes with \(\sigma_x\) but lets one chirality move in both directions, so a sharp potential can reflect it; the effect shrinks as the grid is refined. Band curvature that commutes with \(\sigma_x\) does the same if it reverses the slope of the band, as a term in \(p^2\,\mathbb 1\) does. Curvature of the form \(p^2\sigma_z\) does not commute with \(\sigma_x\) and acts as a momentum-dependent mass. A mass is the simplest term that does not commute. In two dimensions, a transverse momentum \(p_y\) adds \(c\sigma_yp_y\), which is another, so the one-dimensional result does not carry over to oblique incidence.

**Check that the potential is integrable.** Near a singularity such as \(1/|x|\), the phase integral diverges and the solution cannot be continued through the point without further information. A tail that falls as \(1/|x|\) is milder: the density still moves rigidly over any finite distance, but the total phase grows logarithmically and has no limit.

These results concern one particle in a prescribed static potential. Pair creation in a strong field is not treated here. The numerical check covers the worked scattering, packet and mass-window numbers; the small-\(M\) expansion at the step and the result \(R>1\) for the wrongly chosen outgoing wave are derived but not tested there.

## Computed values

```
hbar*c = 197.3270 eV nm
Energy E = 2.0 eV, barrier height = 5.0 eV, width parameter = 100 nm
Phase integral of V over hbar*c = 4.49116 rad
Massless, E = 0.5 eV: T = 1.0000000, phase lag (mod 2 pi) = 4.49116 rad
Massless, E = 2.0 eV: T = 1.0000000, phase lag (mod 2 pi) = 4.49116 rad
Massless, E = 8.0 eV: T = 1.0000000, phase lag (mod 2 pi) = 4.49116 rad
Rugged potential, massless: T = 1.0000000, phase integral = 1.71046 rad
Step of 5.0 eV, massless: T = 1.0000000
Step, rest energy 0.5 eV: a = 0.7746, b = 1.1832
Step, massive: R formula = 0.0436, R integrated = 0.0436, T integrated = 0.9564
Mass window, peak 0.02 eV: A = 0.01796, bound tanh^2 A = 3.2266e-04
  R integrated = 4.5793e-05, R first order = 4.5788e-05, R with V = E: 3.2266e-04
Mass window, peak 0.20 eV: A = 0.17965, bound tanh^2 A = 3.1591e-02
  R integrated = 4.6363e-03, R first order = 4.5788e-03, R with V = E: 3.1591e-02
Packet: position spread 40 nm, start -400 nm, travel 800 nm
Travel time = 2.6685 fs
Norm of (evolved packet - exact solution) = 3.8e-12
  ct = 0 nm: <x> = -400.00 nm, <cp> = 2.0000 eV (energy balance 2.0000 eV), <v>/c = 1.000000
  ct = 400 nm: <x> = 0.00 nm, <cp> = -2.3519 eV (energy balance -2.3519 eV), <v>/c = 1.000000
  ct = 800 nm: <x> = 400.00 nm, <cp> = 2.0000 eV (energy balance 2.0000 eV), <v>/c = 1.000000
Mean barrier energy: at the start 2.4e-05 eV, at the centre 4.3519 eV
On the flank: d<cp>/d(ct) = -0.03184 eV/nm, -<dV/dx> = -0.03184 eV/nm
Mixed packet: <chirality> = 0.5646, weight found on the right = 0.7823
Chirality rate d<sigma_x>/d(ct), rest energy 0.5 eV: -0.003265 per nm, formula -0.003265 per nm
Same state: d<x>/d(ct) = 0.76484, <sigma_x> = 0.76484
```
